# Small-polaron hopping mobility in the nonadiabatic and adiabatic limits: a program that tests the result

```python
"""Small-polaron hopping: nonadiabatic and adiabatic mobility.

Results under test (hbar = 1 in the algebra, energies in eV):
  nonadiabatic k = J^2 sqrt(pi/(2 Ep kT)) exp(-Ep/(2 kT))
  adiabatic    k = (w0/(2 pi)) exp(-(Ep/2 - J)/kT), leading order in J/Ep
  mobility    mu = e a^2 k/kT, k being the hop rate to one neighbour
Ep: polaron binding energy; J: transfer energy; w0: vibrational quantum;
lam = 2 Ep: reorganization energy; a: site spacing; z: number of neighbours.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp

KB = sc.k / sc.e            # eV/K
HBAR = sc.hbar / sc.e       # eV s
Ep, w0, a = 0.5, 0.03, 4.0
J_weak, J_strong = 0.003, 0.1
half_width = 0.006
lam = 2 * Ep

# Semicircular band of vibrations: normalized Gauss-Chebyshev weights.
n_modes = 50
theta = np.arange(1, n_modes + 1) * np.pi / (n_modes + 1)
band_w = w0 + half_width * np.cos(theta)
band_s = lam * 2 / (n_modes + 1) * np.sin(theta)**2 / band_w


def correlation(t, s, w, kT):
    """Thermal average of exp(i H1 t) exp(-i H2 t) for displaced modes."""
    phase = np.outer(np.atleast_1d(t), w)
    coth = 1 / np.tanh(w / (2 * kT))
    return np.exp(-(1 - np.cos(phase)) @ (s * coth) - 1j * np.sin(phase) @ s)


def rate_integral(J, kT, drop=0.0):
    """Golden-rule rate (eV) by direct real-time integration."""
    dt = 0.25
    t = np.arange(0, 3000, dt)
    elastic = np.exp(-np.sum(band_s / np.tanh(band_w / (2 * kT))))
    f = (correlation(t, band_s, band_w, kT) - elastic) * np.exp(1j * drop * t)
    return 2 * J**2 * dt * (f.sum() - f[0] / 2).real


def rate_saddle(J, kT):
    curvature = np.sum(band_s * band_w**2 / np.sinh(band_w / (2 * kT)))
    exponent = np.sum(band_s * np.tanh(band_w / (4 * kT)))
    return J**2 * np.sqrt(2 * np.pi / curvature) * np.exp(-exponent)


def rate_classical(J, kT):
    return J**2 * np.sqrt(np.pi / (2 * Ep * kT)) * np.exp(-Ep / (2 * kT))


def rate_adiabatic(barrier, kT):
    return w0 / (2 * np.pi) * np.exp(-barrier / kT)


def mean_probability(J, kT):
    return np.pi * J**2 / w0 * np.sqrt(np.pi / (2 * Ep * kT))


# Correlation function against explicit displaced-oscillator matrices.
dim, s1, w1, kT1 = 90, 0.8, 1.0, 0.8
lower = np.diag(np.sqrt(np.arange(1, dim)), 1)
e1 = w1 * np.arange(dim)
H2 = np.diag(e1 + s1 * w1) - w1 * np.sqrt(s1) * (lower + lower.T)
e2, v2 = np.linalg.eigh(H2)
p1 = np.exp(-e1 / kT1)
p1 /= p1.sum()
for time in (0.4, 1.7, 4.1):
    U2_diag = (v2**2) @ np.exp(-1j * e2 * time)
    direct = np.sum(p1 * np.exp(1j * e1 * time) * U2_diag)
    formula = correlation(time, np.array([s1]), np.array([w1]), kT1)[0]
    assert abs(direct - formula) < 1e-8

# Rate integral against steepest descent and the high-temperature limit.
temps = (300, 600, 1000)
quantum = {T: rate_integral(J_weak, KB * T) for T in temps}
for T in temps:
    # Steepest descent leaves out a correction of inverse phonon number.
    assert abs(quantum[T] / rate_saddle(J_weak, KB * T) - 1) < 0.01
ratios = {T: quantum[T] / rate_classical(J_weak, KB * T) for T in temps}
assert ratios[300] > ratios[600] > ratios[1000] > 1
assert abs(ratios[1000] - 1) < 0.02

# Activation energy and temperature power from the quantum integral.
Ta, Tb = 900, 1100
ka, kb = (rate_integral(J_weak, KB * T) for T in (Ta, Tb))
slope = np.log(kb * np.sqrt(Tb) / (ka * np.sqrt(Ta)))
slope /= 1 / (KB * Ta) - 1 / (KB * Tb)
assert abs(slope / (Ep / 2) - 1) < 0.02
k1, k2 = (rate_integral(J_weak, KB * T) for T in (1000, 2000))
stripped = np.log(k2 / k1) + Ep / 2 * (1 / (KB * 2000) - 1 / (KB * 1000))
power = stripped / np.log(2) - 1      # the -1 is the 1/kT of the mobility
assert abs(power + 1.5) < 0.03

# Drift in a small field: net biased rate against k * energy drop / kT.
kT300 = KB * 300
drop = 0.001
net = (rate_integral(J_weak, kT300, drop)
       - rate_integral(J_weak, kT300, -drop))
drift_ratio = net / (quantum[300] * drop / kT300)
assert abs(drift_ratio - 1) < 2e-3


def passage(J, speed=1.0, end=60.0):
    """Transfer probability when the level gap sweeps through zero."""
    def rhs(t, c):
        h = speed * t / 2
        return [-1j * (h * c[0] + J * c[1]), -1j * (J * c[0] - h * c[1])]
    sol = solve_ivp(rhs, (-end, end), [1 + 0j, 0j], method="DOP853",
                    rtol=1e-8, atol=1e-10)
    return abs(sol.y[1, -1])**2


P_weak, P_strong = passage(0.04), passage(1.0)
P_first_order = 2 * np.pi * 0.04**2
# The finite sweep leaves an oscillation of a few per cent.
assert abs(P_weak / P_first_order - 1) < 0.05
assert P_strong > 0.98

# Flux average of the first-order passage probability.
sigma = w0 * np.sqrt(2 * lam * kT300)      # thermal spread of gap velocity
top = quad(lambda v: 2 * np.pi * J_weak**2 * np.exp(-v**2 / 2), 0, 12)[0]
bottom = quad(lambda v: v * np.exp(-v**2 / 2), 0, 12)[0]
assert abs(top / bottom / sigma / mean_probability(J_weak, kT300) - 1) < 1e-6


def coincidence_barrier(coupling):
    """Constrained minimum on a ring of coupled oscillators."""
    N, A = 12, w0 * np.sqrt(2 * Ep)
    eye = np.eye(N)
    K = w0**2 * (eye - coupling * (np.roll(eye, 1, 0) + np.roll(eye, -1, 0)))
    G = np.linalg.inv(K)
    binding = A**2 * G[0, 0] / 2
    # Scaled coordinates y = w0 x keep the constrained system well scaled.
    d = eye[0] - eye[1]
    system = np.block([[K / w0**2, d[:, None]], [d[None, :], np.zeros((1, 1))]])
    force = A / w0 * eye[0]
    y = np.linalg.solve(system, np.append(force, 0))[:N]
    barrier = y @ K @ y / (2 * w0**2) - force @ y + binding
    return barrier, binding, A**2 * (G[0, 0] - G[0, 1])


for coupling in (0.0, 0.1):
    b_min, binding, reorg = coincidence_barrier(coupling)
    assert abs(b_min - reorg / 4) < 1e-10
    if coupling == 0:
        assert abs(b_min - Ep / 2) < 1e-10
overlap_fraction = b_min / binding


def lower_surface(u, J):
    """Lowest two-site energy; u scales the difference of distortions."""
    A = w0 * np.sqrt(2 * Ep)
    x1, x2 = A / (2 * w0**2) * (1 + u), A / (2 * w0**2) * (1 - u)
    H = np.array([[-A * x1, -J], [-J, -A * x2]])
    return w0**2 * (x1**2 + x2**2) / 2 + np.linalg.eigvalsh(H)[0]


# Two-site adiabatic rate: flux through the symmetric point by quadrature.
u_grid = np.linspace(0, 3, 6001)
surface = np.array([lower_surface(u, J_strong) for u in u_grid])
pair_barrier = surface[0] - surface.min()
pair_formula = (Ep - J_strong)**2 / (2 * Ep)
assert abs(pair_barrier - pair_formula) < 1e-6
boltz = np.exp(-(surface - surface[0]) / kT300)
well = (boltz.sum() - (boltz[0] + boltz[-1]) / 2) * (u_grid[1] - u_grid[0])
pair_flux = np.sqrt(kT300 * w0**2 / (2 * np.pi * Ep)) / well
pair_rate = (w0 / (2 * np.pi) * np.sqrt(1 - (J_strong / Ep)**2)
             * np.exp(-pair_formula / kT300))
# Anharmonicity of the well is left out of the closed form.
assert abs(pair_flux / pair_rate - 1) < 0.02


def lattice_barrier(shape, J):
    """Bond-centred minus site-centred self-consistent adiabatic energy."""
    size = int(np.prod(shape))
    index = np.arange(size).reshape(shape)
    hop = np.zeros((size, size))
    for axis in range(len(shape)):
        i, j = index.ravel(), np.roll(index, -1, axis).ravel()
        hop[i, j] = hop[j, i] = 1
    mirror = index[(1 - np.arange(shape[0])) % shape[0]].ravel()
    energies = []
    for bond in (False, True):
        n = np.zeros(size)
        n[0] = 1
        for _ in range(50):
            if bond:
                n = (n + n[mirror]) / 2
            e, v = np.linalg.eigh(-J * hop - 2 * Ep * np.diag(n))
            energy = e[0] + Ep * np.sum(n**2)
            new = v[:, 0]**2
            change = np.max(np.abs(new - n))
            n = new
            if change < 1e-11:
                break
        assert change < 1e-8
        energies.append(energy)
    return energies[1] - energies[0]


J_small = 0.005
second = {}
for name, shape, z in (("pair", (2,), 1), ("chain", (20,), 2),
                       ("cubic", (6, 6, 6), 6)):
    rest = lattice_barrier(shape, J_small) - (Ep / 2 - J_small)
    second[name] = rest / (J_small**2 / Ep)
    # Third-order terms are of relative size J/Ep = 0.01.
    assert abs(second[name] + (z - 2) / 2) < 0.1
chain_barrier = lattice_barrier((20,), J_strong)
first_order_barrier = Ep / 2 - J_strong
assert abs(chain_barrier - first_order_barrier) < J_strong**2 / Ep

print(f"Binding energy Ep = {Ep:.3f} eV")
print(f"Vibrational quantum w0 = {w0:.3f} eV")
print(f"Band half-width = {half_width:.3f} eV")
print(f"Site spacing a = {a:.1f} angstrom")
print(f"Weak J = {J_weak:.3f} eV; strong J = {J_strong:.3f} eV")
print(f"Reorganization energy = {lam:.3f} eV")
print(f"Nonadiabatic barrier Ep/2 = {Ep / 2:.3f} eV")
print(f"Barrier/binding, lattice coupling 0.1 w0^2 = {overlap_fraction:.4f}")
for T in (300, 600):
    kT = KB * T
    J_cross = np.sqrt(w0 / np.pi * np.sqrt(2 * Ep * kT / np.pi))
    print(f"T = {T} K: kT = {kT:.5f} eV")
    print(f"  crossover J (kappa = 1) = {J_cross:.4f} eV")
    print(f"  kappa, weak J = {mean_probability(J_weak, kT):.5f}")
    print(f"  kappa, strong J = {mean_probability(J_strong, kT):.3f}")
    for label, rate in (
            ("nonadiabatic", rate_classical(J_weak, kT)),
            ("adiabatic", rate_adiabatic(first_order_barrier, kT))):
        k_si = rate / HBAR
        mu = a**2 * k_si / kT
        print(f"  {label} rate = {k_si:.4e} 1/s")
        print(f"  {label} mobility = {mu:.4e} angstrom^2/(V s)")
        print(f"    = {mu * 1e-16:.4e} cm^2/(V s)")
for T in temps:
    print(f"Quantum/classical rate at {T} K = {ratios[T]:.4f}")
print(f"Quantum/steepest-descent rate at 300 K = "
      f"{quantum[300] / rate_saddle(J_weak, kT300):.5f}")
print(f"Activation energy from integral, 900-1100 K = {slope:.4f} eV")
print(f"Mobility prefactor power, 1000-2000 K = {power:.4f}")
print(f"Biased drift / linear formula at 300 K = {drift_ratio:.6f}")
print(f"Weak passage (J^2/speed = 0.0016): P = {P_weak:.5f}")
print(f"  first-order P = {P_first_order:.5f}")
print(f"Strong passage (J^2/speed = 1): P = {P_strong:.4f}")
print(f"Adiabatic barrier Ep/2 - J = {first_order_barrier:.4f} eV")
print(f"Two-site barrier, strong J = {pair_barrier:.4f} eV")
print(f"Two-site flux/closed-form rate, 300 K = {pair_flux / pair_rate:.5f}")
print(f"Chain barrier, strong J = {chain_barrier:.5f} eV")
correction = np.exp(-(chain_barrier - first_order_barrier) / kT300)
print(f"Chain Boltzmann correction at 300 K = {correction:.4f}")
for name in second:
    print(f"Second-order coefficient (J^2/Ep), {name} = {second[name]:.4f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Binding energy Ep = 0.500 eV
Vibrational quantum w0 = 0.030 eV
Band half-width = 0.006 eV
Site spacing a = 4.0 angstrom
Weak J = 0.003 eV; strong J = 0.100 eV
Reorganization energy = 1.000 eV
Nonadiabatic barrier Ep/2 = 0.250 eV
Barrier/binding, lattice coupling 0.1 w0^2 = 0.4495
T = 300 K: kT = 0.02585 eV
  crossover J (kappa = 1) = 0.0294 eV
  kappa, weak J = 0.01039
  kappa, strong J = 11.544
  nonadiabatic rate = 9.5146e+06 1/s
  nonadiabatic mobility = 5.8886e+09 angstrom^2/(V s)
    = 5.8886e-07 cm^2/(V s)
  adiabatic rate = 2.1912e+10 1/s
  adiabatic mobility = 1.3562e+13 angstrom^2/(V s)
    = 1.3562e-03 cm^2/(V s)
T = 600 K: kT = 0.05170 eV
  crossover J (kappa = 1) = 0.0350 eV
  kappa, weak J = 0.00735
  kappa, strong J = 8.163
  nonadiabatic rate = 8.4680e+08 1/s
  nonadiabatic mobility = 2.6205e+11 angstrom^2/(V s)
    = 2.6205e-05 cm^2/(V s)
  adiabatic rate = 3.9869e+11 1/s
  adiabatic mobility = 1.2337e+14 angstrom^2/(V s)
    = 1.2337e-02 cm^2/(V s)
Quantum/classical rate at 300 K = 1.3432
Quantum/classical rate at 600 K = 1.0430
Quantum/classical rate at 1000 K = 1.0106
Quantum/steepest-descent rate at 300 K = 1.00240
Activation energy from integral, 900-1100 K = 0.2476 eV
Mobility prefactor power, 1000-2000 K = -1.5125
Biased drift / linear formula at 300 K = 1.000051
Weak passage (J^2/speed = 0.0016): P = 0.01021
  first-order P = 0.01005
Strong passage (J^2/speed = 1): P = 0.9944
Adiabatic barrier Ep/2 - J = 0.1500 eV
Two-site barrier, strong J = 0.1600 eV
Two-site flux/closed-form rate, 300 K = 0.99480
Chain barrier, strong J = 0.15302 eV
Chain Boltzmann correction at 300 K = 0.8897
Second-order coefficient (J^2/Ep), pair = 0.5000
Second-order coefficient (J^2/Ep), chain = 0.0098
Second-order coefficient (J^2/Ep), cubic = -1.9923
ALL CHECKS PASSED
```
